Initial surface reaction rate with a Gaussian spread of activation barriers

**Problem**

In a thermal atomic layer deposition (ALD) process for an oxide, precursor molecules sit on a hydroxylated surface. Each reacts by taking a proton from a neighbouring hydroxyl group and releasing a ligand. The hydroxyl groups differ in their surroundings, so the activation barrier E differs from site to site. Take the barriers to be Gaussian, with mean E0 and standard deviation σ = 0.05 eV, at T = 473 K. Show that the initial rate averaged over the sites is about 2.1 times the rate of a site with the mean barrier. Find which sites carry the rate, how long the gain lasts, and what would change it.

The assumptions are these. Site i reacts once, independently of the others, with the first-order rate constant

k_i = ν exp(−E_i/k_BT).

The prefactor ν is the same for all sites. At t = 0 every site holds a precursor molecule and none has reacted; an unreacted site stays occupied later on. The number of sites is large enough for sums over sites to be replaced by averages over the Gaussian.

For numbers, assume the round values E0 = 1.0 eV and ν = 10¹³ s⁻¹. The thermal energy is k_BT = 0.04076 eV, and the mean-barrier rate is

k0 = ν exp(−E0/k_BT) = 10¹³ s⁻¹ × exp(−1.0/0.04076) = 221 s⁻¹.

Since k falls steadily as E rises, and half the barriers lie below E0, k0 is also the median rate.

**First estimate by scaling**

The spread enters through its ratio to the thermal energy,

s = σ/k_BT = 0.05/0.04076 = 1.227.

Write a barrier as E = E0 + σz, where z has mean 0 and variance 1. Dividing its rate by k0 removes both ν and E0:

k/k0 = exp(−sz).

The gain therefore depends on s alone. Expand the exponential to second order and average over sites, denoted by ⟨ ⟩:

⟨exp(−sz)⟩ ≈ 1 − s⟨z⟩ + s²⟨z²⟩/2 = 1 + s²/2.

The linear term vanishes because sites above and below the mean are balanced. The quadratic term survives because the exponential is convex: a lowered barrier adds more rate than an equally raised barrier removes. With s²/2 = 0.752 the estimate is

⟨k⟩/k0 ≈ 1.75.

The correction is not small compared with 1, so the expansion gives the size of the effect but not a reliable value.

**Exact solution within the model**

The first task is to identify the initial rate. Site i is still unreacted at time t with probability exp(−k_i t). The unreacted fraction of the surface is

θ(t) = ⟨exp(−kt)⟩,

and the reaction rate per original site is

−dθ/dt = ⟨k exp(−kt)⟩.

At t = 0 the exponential equals 1, so the initial rate is ⟨k⟩, the plain average of the rate constants.

With the unit normal density φ(z) = exp(−z²/2)/√(2π), the gain g is

g = ⟨k⟩/k0 = ∫ φ(z) exp(−sz) dz,

with z running from −∞ to ∞. The exponent of the integrand is −z²/2 − sz. Because (z + s)² = z² + 2sz + s², it can be written as

−z²/2 − sz = −(z + s)²/2 + s²/2.

The last term does not depend on z and comes out of the integral:

g = exp(s²/2) ∫ φ(z + s) dz.

The substitution y = z + s turns the remaining integral into that of φ(y) over all y, which is 1. Hence

⟨k⟩ = k0 exp[σ²/(2(k_BT)²)].

For the given numbers,

g = exp(0.7524) = 2.12,

⟨k⟩ = 2.12 × 221 s⁻¹ = 470 s⁻¹.

This is the factor of about 2.1. Direct numerical integration over the barriers gives 2.1221, the same as the formula to the digits shown. Averaging over many randomly drawn groups of 500 sites gives 2.124.

The integral includes negative barriers, for which the Arrhenius law has no meaning. Their share of the calculated rate is about 6 × 10⁻⁷⁹, so they are harmless here.

**Comparison of the two results**

The scaling estimate consists of the first two terms of the series

exp(s²/2) = 1 + s²/2 + (s²/2)²/2 + (s²/2)³/6 + …

For s²/2 = 0.752 the terms are 1, 0.752, 0.283 and 0.071, which add up to 2.11. The estimate of 1.75 is 17 % below the full value, and most of the deficit is the third term.

The missing terms depend on the shape of the distribution, not just on its width. Suppose that half the sites had the barrier E0 − σ and half E0 + σ. The mean and the standard deviation would be unchanged, and so would the second-order estimate, but the gain would be

[exp(s) + exp(−s)]/2 = (3.41 + 0.29)/2 = 1.85.

The Gaussian gain of 2.12 is higher than 1.85 because the sites further than one standard deviation from the mean add more than the sites closer to the mean take away. A standard deviation alone therefore does not fix the gain.

**Which sites carry the rate**

The fraction of the total rate carried by sites near z is the integrand divided by its integral:

φ(z) exp(−sz)/exp(s²/2) = φ(z + s).

This is again a Gaussian of unit width, centred at z = −s. In terms of energy, the barriers weighted by rate have the same standard deviation σ, but their mean is

E0 − sσ = E0 − σ²/k_BT = 1.0 − 0.0613 = 0.939 eV.

The share carried by sites with barriers below E0 follows by integrating φ(z + s) from −∞ to 0. With y = z + s the upper limit becomes s, so the share is Φ(s), where Φ is the cumulative normal distribution. Here it is 89 %: half of the sites do nearly nine tenths of the initial work.

The same mean barrier appears in an Arrhenius plot. Let β = 1/k_BT and hold ν, E0 and σ fixed as the temperature varies. Then

ln⟨k⟩ = ln ν − βE0 + β²σ²/2,

and the apparent activation energy is

−d ln⟨k⟩/dβ = E0 − βσ² = 0.939 eV.

An activation energy taken from initial rates thus lies below the mean barrier by 0.061 eV in this model. The difference grows on cooling, so the Arrhenius plot is curved.

**Dependence on temperature and width**

When σ is much smaller than k_BT, s tends to zero and g tends to 1: thermal energy blurs the differences between sites. Cooling has the opposite effect. With σ held at 0.05 eV, the gain is 3.35 at 373 K and 1.67 at 573 K.

At 473 K, a width of 0.04 eV gives 1.62 and a width of 0.06 eV gives 2.95. The sensitivity follows from ln g = s²/2, which is proportional to σ²:

d ln g/d ln σ = s² = 1.50.

A small relative error in σ therefore appears in g about one and a half times as large.

On a real surface the growth on cooling cannot follow this formula indefinitely. The formula needs sites at z ≈ −s, where the rate-weighted distribution is centred. Once s is so large that the surface has no such sites, the lowest barriers present set the rate and the Gaussian formula overestimates it. The gain still grows on cooling, but it cannot exceed exp(Δ/k_BT), where Δ is the distance of the lowest barrier below E0. It stays below this bound by roughly the small fraction of sites near the lowest barrier: for barriers confined to E0 ± 2σ (Δ = 0.1 eV) the gain at 200 K is 13, against 67 from the Gaussian formula and 331 from the bound. The slope d ln g/dβ approaches Δ only slowly.

**A distribution with cut tails**

Even at 473 K the tail matters. Suppose that the barriers keep their Gaussian shape but are confined to E0 ± cσ. The average must be divided by the fraction of sites that remain:

g_c = ∫ φ(z) exp(−sz) dz / ∫ φ(z) dz, both from −c to c.

The same completed square gives exp(s²/2) φ(z + s) in the numerator. The shift y = z + s changes its limits to −c + s and c + s, so that

g_c = exp(s²/2) [Φ(c + s) − Φ(−c + s)]/[Φ(c) − Φ(−c)].

For c = 3 the gain is 2.05, and for c = 2 it is 1.73. The rate-weighted distribution is centred at z = −1.23, so a cut at z = −2 lies just 0.77 standard deviations below its centre and removes a sizeable part of the rate. The stated factor of 2.1 thus requires the Gaussian to describe the low barriers out to about three standard deviations. In these two cases σ denotes the width before the cut. Integrating z²φ(z) by parts from −c to c shows that the variance of the remaining barriers is σ²{1 − 2cφ(c)/[Φ(c) − Φ(−c)]}. Their standard deviation is thus 1 % below σ for c = 3 and 12 % below σ for c = 2. An uncut Gaussian with the latter, reduced width would give a gain of 1.79, so most of the fall to 1.73 reflects the loss of width.

**A prefactor that varies with the barrier**

If ν varies from site to site independently of E, the average factorizes, ⟨ν exp(−E/k_BT)⟩ = ⟨ν⟩⟨exp(−E/k_BT)⟩. The gain is then unchanged, provided that k0 is defined with the mean prefactor.

A correlation does change it. Suppose that tightly held configurations have both a higher barrier and a larger prefactor, with

ln ν(E) = ln ν(E0) + (E − E0)/(k_BT_iso).

At the isokinetic temperature T_iso all sites would react equally fast. At temperature T,

k/k0 = exp[−(E − E0)(1/k_BT − 1/k_BT_iso)] = exp[−s(1 − T/T_iso)z].

The earlier integral applies with s replaced by s(1 − T/T_iso). For an assumed T_iso of 1000 K,

s(1 − T/T_iso) = 1.227 × 0.527 = 0.646,

g = exp(0.646²/2) = 1.23.

This lowers the gain more than either cut of the tails does. The absence of a correlation between prefactor and barrier is an essential part of the claim.

**Small areas**

A small patch of surface samples the distribution imperfectly. To find the scatter, note that k² contains exp(−2sz), so its average follows on replacing s by 2s:

⟨k²⟩ = k0² exp(2s²).

Subtracting ⟨k⟩² = k0² exp(s²) gives the variance of k. Divided by ⟨k⟩², it is exp(s²) − 1. The mean over N independent sites has a variance N times smaller, so its relative standard deviation is

√[(exp(s²) − 1)/N].

With 5 sites per nm², a patch of 10 nm × 10 nm has N = 500. Since exp(s²) = g² = 4.50, the relative scatter is √(3.50/500) = 8.4 %. Bulky precursor molecules cannot sit as densely as assumed here. With 2 sites per nm² the same patch has N = 200, and the scatter is 13 %. The factor 2.1 describes a large area; individual patches of this size scatter around it.

**How long the gain lasts**

The fast sites are used up first. The rate per site that is still unreacted is

r(t) = ⟨k exp(−kt)⟩/⟨exp(−kt)⟩.

Differentiating the quotient gives

dr/dt = −⟨k² exp(−kt)⟩/⟨exp(−kt)⟩ + r².

The first term is minus the mean of k² over the remaining sites, and r is their mean of k. The right-hand side is therefore minus the variance of k among the remaining sites, and r falls as long as these sites differ. At t = 0 the relative rate of fall is the initial variance divided by ⟨k⟩:

−(1/r) dr/dt = ⟨k⟩[exp(s²) − 1] = 470 s⁻¹ × 3.50 ≈ 1650 s⁻¹.

The gain thus starts to decay on a time scale of 0.6 ms. The rate per remaining site has dropped to k0 after 1.45 ms, when 35 % of the sites have reacted. From then on the remaining sites are, on average, slower than a mean-barrier site.

The consequence for completing the layer is opposite to that for the start. If all barriers equalled E0, 99 % of the sites would have reacted when exp(−k0t) = 0.01, which gives

t = ln(100)/k0 = 4.605/(221.3 s⁻¹) = 20.8 ms.

With the spread the time is 105 ms, about five times longer. The same spread that doubles the initial rate delays saturation, because the last few per cent are sites with high barriers.

**Tunnelling of the proton**

A proton can pass through the top of its barrier. Let κ be the factor by which this raises the classical rate. If κ is the same for all sites, it multiplies ⟨k⟩ and k0 equally and cancels from g. A change in the gain requires κ to vary with the barrier.

As a one-dimensional model take the barrier V/cosh²(x/a), with the same width a and the same moving mass m at all sites, and V equal to the site's barrier E. Near the top it is V(1 − x²/a²), so its curvature corresponds to an angular frequency ω given by mω²/2 = V/a². Hence ω is proportional to √V: lower barriers are flatter at the top, and tunnelling helps them less.

Near its top the barrier resembles an inverted parabola, whose transmission at energy ε is

P = 1/{1 + exp[−2π(ε − V)/ħω]}.

Let x now denote (ε − V)/k_BT, and let u = ħω/k_BT. The thermal average relative to the classical rate is

κ = ∫ exp(−x)/[1 + exp(−2πx/u)] dx, from −∞ to ∞.

Put y = exp(−2πx/u) and p = u/2π. Then exp(−x) = y^p and dx = −p dy/y, so that

κ = p ∫ y^(p−1)/(1 + y) dy, from 0 to ∞.

For 0 < p < 1 this standard integral equals π/sin(πp), and therefore

κ = (u/2)/sin(u/2), for u < 2π.

For a barrier-top wavenumber of 1000 cm⁻¹ at E0, a rough value for proton transfer, ħω = 0.124 eV. Then u/2 = 0.124/(2 × 0.04076) = 1.52 and κ = 1.52. Thermal averaging of the exact transmission of the 1/cosh² barrier gives 1.53. Tunnelling thus raises the rates themselves by about half.

The effect on the gain can be estimated from the slope of κ. Differentiation gives

d ln κ/d ln u = 1 − (u/2)cot(u/2) = 0.92.

Because u varies as √E, d ln κ/d ln E is half of this, 0.46. The rate-weighted mean barrier lies 6.1 % below E0, so the gain should fall by about 0.46 × 6.1 % = 2.8 %, to 2.06. The full average over barriers, with the exact transmission, gives 2.07. In this model, at the assumed wavenumber, tunnelling matters for the absolute rate but hardly for the ratio. The effect on the ratio grows quickly with the wavenumber: in the same model the gain is 1.98 at 1500 cm⁻¹ and 1.82 at 2000 cm⁻¹, so this conclusion rests on the assumed value.

**Supply of precursor and the real process**

The calculation starts from a fully occupied surface. Gas at pressure p_g, with molecules of mass M, strikes unit area at the rate p_g/√(2πMk_BT). For 0.1 Torr, 250 u and 5 sites per nm², this is 2.0 × 10⁴ s⁻¹ per site. Molecules of this mass are in fact too large to fill 5 sites per nm². At about 2 per nm² the arrival rate per site would be 2.5 times higher, so the estimates below understate the supply. If every molecule that strikes a site sticks, the mean arrival time is 1/(2.0 × 10⁴ s⁻¹) = 0.05 ms. On a surface that is already full, 2.2 % of the sites would react in that time. Filling is then much faster than the average reaction, but not instantaneous: some fast sites react while others are still empty, so the highest rate reached during filling shows less than the full gain. If empty sites fill independently at this rate, the highest rate is 1.70 k0, or 1.78 times the highest rate of a surface with equal barriers. With a sticking probability of 0.01 the filling rate would be only about 200 s⁻¹ at 5 sites per nm² and 500 s⁻¹ at 2 per nm². Neither is much faster than ⟨k⟩. The highest rate is then 0.93 and 1.03 times that of a surface with equal barriers, so the gas supply removes the gain from the peak rate; it survives only in the earliest rise.

The molecules must also stay. With a desorption prefactor equal to ν, desorption balances arrival at a binding energy of

E_b = k_BT ln[10¹³/(2.0 × 10⁴)] = 0.82 eV.

At this binding energy arrival and desorption alone would leave half the sites empty, so a nearly full surface needs stronger binding. If the occupied fraction is the same for all kinds of site, it multiplies both rates and leaves their ratio unchanged.

The mean barrier of 1.0 eV is an assumed value. It does not affect the gain, but it does affect whether the gain can be seen: with E0 = 0.8 eV and the same ν, k0 would be larger by exp(0.2/0.04076) ≈ 135, about 3 × 10⁴ s⁻¹. This is comparable with the arrival rate, which is 2.0 × 10⁴ s⁻¹ at 5 sites per nm² and 5.1 × 10⁴ s⁻¹ at 2 per nm², so the gas supply would remove the gain from the peak rate even with perfect sticking (0.90 and 0.99 times the peak rate for equal barriers). The width of 0.05 eV is an assumed value. A real surface has a limited set of hydroxyl environments, not an unbounded Gaussian, and its prefactors may follow its barriers. The cases worked out above show what this can do: a cut at two standard deviations lowers the gain to 1.73, and the assumed correlation lowers it to 1.23. Reacted neighbours also crowd the sites that remain and change their barriers. That affects the later course, including the 105 ms, more directly than the initial rate, which is defined before any site has reacted.

The numerical output below lists the main values used here.

Table of computed values

```
mean barrier E0: 1.00 eV
barrier standard deviation: 0.050 eV
temperature: 473 K
prefactor: 1.0e+13 1/s
kT: 0.04076 eV
s = sigma/kT: 1.2267 (no unit)
s^2/2: 0.7524 (no unit)
gain <k>/k(E0), formula: 2.1221 (no unit)
gain, direct quadrature: 2.1221 (no unit)
gain, second-order estimate: 1.7524 (no unit)
gain, mean of random patches: 2.124 (no unit)
mean-barrier rate: 221.3 1/s
site-averaged initial rate: 469.7 1/s
barrier shift sigma^2/kT: 0.0613 eV
rate-weighted mean barrier: 0.9387 eV
apparent barrier, finite difference: 0.9387 eV
rate share of sites below E0: 89.0 %
rate share of negative barriers: 6.2e-79 (no unit)
gain at 373 K: 3.353 (no unit)
gain at 573 K: 1.670 (no unit)
gain at 473 K, sigma 0.04 eV: 1.619 (no unit)
gain at 473 K, sigma 0.06 eV: 2.955 (no unit)
gain, barriers cut at 2 sigma: 1.733 (no unit)
gain, barriers cut at 3 sigma: 2.047 (no unit)
isokinetic temperature: 1000 K
gain, correlated prefactor: 1.232 (no unit)
site density: 5.0 1/nm^2
patch side: 10 nm
sites in patch: 500
relative scatter of patch rate: 8.4 %
time when gain is lost: 1.451 ms
sites reacted by then: 35.1 %
time to 99 % reacted, equal barriers: 20.8 ms
time to 99 % reacted, spread barriers: 104.9 ms
barrier-top wavenumber: 1000 1/cm
barrier-top quantum: 0.1240 eV
tunnelling factor at E0: 1.526 (no unit)
tunnelling factor, parabola: 1.523 (no unit)
gain with tunnelling: 2.066 (no unit)
precursor pressure: 0.1 Torr
precursor mass: 250 u
arrival rate per site: 2.043e+04 1/s
sites reacted in one arrival time: 2.19 %
binding energy, desorption = arrival: 0.816 eV
```
